Doping Efficiency of a Gaussian Host with One Acceptor Level

**A host with a single energy**

Consider first N host molecules whose highest occupied level (HOMO) lies at the same energy E_H, and M acceptors whose empty level lies higher, at E_A = E_H + Δ. Electron energy is measured upward. Moving an electron from a host molecule to an acceptor costs Δ and leaves a hole on the host. Coulomb forces between the charges are left out.

A neutral host molecule and a neutral acceptor each have one spin state. A host molecule with one hole has g_h = 2 states and a negative acceptor has g_a = 2, because each holds an unpaired electron. A second hole on the same molecule is excluded. The statistical weight of all states with m transferred electrons is therefore

W_m = C(N,m) C(M,m) (g_h g_a)^m e^{−mΔ/kT},

where C(N,m) counts the choices of m molecules out of N. In a large sample the most probable m is found by setting neighbouring weights equal. Since C(N,m)/C(N,m−1) = (N−m+1)/m, dropping 1 beside the large numbers gives

[(N−m)(M−m)/m²] g_h g_a e^{−Δ/kT} = 1.

Define the doping ratio c = M/N, the doping efficiency η = m/M, and

δ = Δ/kT − ln(g_h g_a).

With m = ηM = cηN, the condition becomes

(1−cη)(1−η)/(cη²) = e^δ.

If few host molecules carry holes, 1−cη ≈ 1 and η²/(1−η) ≈ e^{−δ}/c. Each ionization makes two separate charges, hence the square. More acceptors give more holes for an ion to recombine with, so the efficiency falls. For δ = 10.218 and c = 0.02 the right side is about 0.0018 and η is about 0.042. Complete ionization would be a poor assumption here.

In a disordered host the energies are spread. Let

E_i = E_H + σt_i,

where t has the unit normal density φ(t) = e^{−t²/2}/√(2π), and let s = σ/kT. The acceptors keep one level. All levels are independent and in thermal equilibrium, and there are no traps or minority carriers. Every hole in the Gaussian counts toward η, including slow holes in its tail. Two derivations of η follow.

**First derivation: a common Fermi level**

Let each molecule exchange electrons with a reservoir at Fermi level E_F. Creating a hole at E_i moves an electron from E_i to E_F, at a cost E_F − E_i. Relative to the neutral molecule, the hole state has weight g_h e^{−(E_F−E_i)/kT}. With

u = (E_F−E_H)/kT − ln g_h,

this weight is e^{−u+st_i}. The probability of a hole is the weight divided by one plus the weight, or 1/(1+e^{u−st_i}). Averaging over the host gives the holes per host molecule,

P(u) = ∫ φ(t) dt/(1+e^{u−st}),

with the integral over all t.

Charging an acceptor moves an electron from E_F to E_A. Its weight is g_a e^{−(E_A−E_F)/kT}. Writing E_F and E_A in terms of u and δ turns the exponent, including ln g_a, into

(E_F−E_H)/kT − Δ/kT + ln g_a = u + ln g_h − Δ/kT + ln g_a = u − δ.

The ionized fraction is therefore 1/(1+e^{δ−u}).

Neutrality requires as many holes as negative acceptors. Thus η is both the ionized fraction and the number of holes per acceptor:

P(u) = cη,  η = 1/(1+e^{δ−u}).

As u rises from −∞ to ∞, P falls from 1 to 0 and the ionized fraction rises from 0 to 1. There is one solution. The second equation gives e^{u−δ} = η/(1−η), or

u = δ + ln[η/(1−η)].

Putting this into the first equation gives

c = P(δ + ln[η/(1−η)])/η.  (A)

No dopant has been assumed ionized. Equation (A) gives the doping ratio explicitly for any chosen efficiency. As η rises, P falls and 1/η falls, so c falls steadily and the inverse η(c) is unique. At half ionization the logarithm vanishes and c = 2P(δ). For σ = 0, P(u) = 1/(1+e^u), and (A) returns the single-energy result.

**Second derivation: counting transferred electrons**

Now isolate the sample and use no reservoir. Moving an electron from host molecule i to an acceptor costs E_A − E_i = Δ − σt_i. Including spin, its weight is

y_i = g_h g_a e^{−(Δ−σt_i)/kT} = e^{−δ+st_i}.

Let S_m be the sum, over all choices of m different host molecules, of the product of their y_i. Then S_0 = 1 and

W_m = C(M,m) S_m.

To find which molecules carry the m holes, let S_m^(i) be the same sum with molecule i left out. Sorting the choices by whether they include i gives

S_m = S_m^(i) + y_i S_{m−1}^(i).

The second term contains the choices with a hole on i, so its share of S_m is the hole probability h_i. Dividing the second term by the first gives

h_i/(1−h_i) = y_i S_{m−1}^(i)/S_m^(i).

In a large host, −kT ln S_m is the free energy of m holes, proportional to the size of the host at fixed m/N. The ratio of successive sums depends on its derivative with respect to m. This derivative is independent of size, and leaving out one molecule changes it by a part of order 1/N. To leading order the ratio is thus one number for all molecules,

r = S_{m−1}/S_m,

and solving for the probability gives

h_i = r y_i/(1+r y_i).

The sum of h_i must equal m. Since every h_i rises with r, this fixes r, and r rises with m.

The most probable m again satisfies W_m/W_{m−1} = 1. The binomial factor contributes (M−m+1)/m, which tends to (1−η)/η, and the host sums contribute 1/r. Hence

[(1−η)/η](1/r) = 1,  r = (1−η)/η.

Both factors on the left fall as m rises, so there is one peak. The logarithm of the weight ratio changes by an amount of order 1/M per transferred electron. The peak then has a width of order √M, small beside m, and the mean efficiency tends to the most probable one.

Insert r and y_i into the sum of h_i:

m = Σ_i 1/(1 + [η/(1−η)]e^{δ−st_i}).

Divide by N. The left side becomes cη, and the sum over many molecules becomes the Gaussian average:

cη = ∫ φ(t) dt/(1 + e^{δ+ln[η/(1−η)]−st}).

The integral is P(δ + ln[η/(1−η)]), which proves (A) again. The combination δ + ln[η/(1−η)] has appeared without a Fermi level.

**What each derivation assumes**

Both need equilibrium, independent levels, the same spin weights and no double holes. The first also assumes that the sample may be described by a reservoir, with neutrality imposed on the averages. The second keeps every state neutral, but needs a large host and many acceptors to replace sums by their leading values.

One acceptor shows the difference. Let A = Σ_i y_i. The neutral state has weight 1 and all transferred states together have weight A, so the isolated sample has

η = A/(1+A).

If no host molecule is likely to hold the hole, the averaged equations instead give Σ_i h_i ≈ A(1−η)/η = η, or η²/(1−η) = A. For A = 1 the two answers are 0.50 and 0.62. Averaged neutrality lets the hole and the ion fluctuate separately, although one cannot exist without the other in the isolated sample. Formula (A) should not be used for a grain with one dopant.

The difference fades with size. For the example below, an exact sum over m gives 0.4660 with 100 acceptors and 0.4664 with 200, at the same c; formula (A) gives 0.4668. The host energies in these sums were placed at the midpoints of slices of equal probability. With randomly drawn energies, a sample of 100 acceptors scatters by about 0.02 around the mean, far more than this difference.

**A worked case**

The parameters are rough values in the regime of the hole-transport material α-NPD doped with F4-TCNQ: host density N_h = 10²¹ cm⁻³, σ = 0.10 eV, Δ = 0.30 eV, T = 300 K and c = 0.02. The acceptor density is N_A = cN_h = 2.0×10¹⁹ cm⁻³. With kT = 0.025852 eV,

s = 0.10/0.025852 = 3.87,

δ = 0.30/0.025852 − ln 4 = 10.218.

The solution is η = 0.467. To check it, use

u = 10.218 + ln(0.4668/0.5332) = 10.085.

The integral at this u is P = 0.009336, and 0.009336/0.4668 = 0.0200, as required. The hole density is

p = ηN_A = 9.3×10¹⁸ cm⁻³ = 9.3×10²⁴ m⁻³.

The Fermi level lies kT(u+ln 2) = 0.279 eV above the HOMO centre.

Assuming full ionization would set P(u) = c and put E_F at 0.245 eV. At that Fermi level the acceptor occupation gives an ionized fraction of only 0.19, contradicting the assumption. The true value must lie between 0.19 and 1: since c > cη and P falls with u, the full-ionization Fermi level is too low, and so is the ionized fraction it implies.

In this model, with the other parameters fixed, the efficiency reaches 90% at c = 0.0022 and 50% at c = 0.0172. Within the model, 90% ionization therefore requires a doping ratio at or below the first value. This is not a design rule for the real material, where Coulomb binding and, at low doping, deep traps can leave far fewer free holes.

**How the hole density grows with doping**

Keep N_h, T, σ and Δ fixed, and define w = −d ln P/du. If f = 1/(1+e^{u−st}) is the hole occupation, then −df/du = f(1−f), and

w = ∫φ f(1−f)dt / ∫φ f dt.

This is the average of 1−f weighted by the holes, so 0 < w < 1. From ln c = ln P − ln η and du = dη/[η(1−η)] = d ln η/(1−η),

d ln c = −[w/(1−η) + 1] d ln η.

Multiplying out gives

d ln η/d ln c = −(1−η)/(1−η+w).

Since p is proportional to cη, adding 1 gives

d ln p/d ln N_A = w/(1−η+w).

For the example w = 0.616, so the second exponent is 0.616/(0.533+0.616) = 0.54. A 10% increase in acceptors adds about 5% to the holes. When ionization is weak, η → 0 and the exponent tends to w/(1+w), which is below one half. Filling of the host tail, which lowers w, makes additional doping less productive than Boltzmann statistics suggest.

**The Boltzmann limit and its error**

When the occupied host levels are nearly empty of holes, f ≈ e^{−u+st}. The Gaussian average of e^{st} is e^{s²/2}, found by completing the square: st−t²/2 = s²/2−(t−s)²/2. Thus P ≈ e^{−u+s²/2}. Put e^{−u} = e^{−δ}(1−η)/η into P = cη and define K = e^{−δ+s²/2}. Then

η²/(1−η) = K/c.

The positive root of cη² + Kη − K = 0 is η = [−K+√(K²+4Kc)]/(2c). Multiplying top and bottom by K+√(K²+4Kc) gives

η_B = 2/[1+√(1+4c/K)].

The error can be bounded. For z > 0, z(1−z) < z/(1+z) < z. Setting z = e^{−u+st} and averaging, with e^{2s²} as the average of e^{2st}, gives

e^{−u+s²/2}(1−ε) < P < e^{−u+s²/2},  ε = e^{−u+3s²/2}.

The true P is thus e^{−u+s²/2}(1−ε′), with 0 < ε′ < ε, and neutrality reads η²/(1−η) = (K/c)(1−ε′). The right side is below K/c, so η < η_B. If ε < 1, then also

η² = (K/c)(1−ε′)(1−η) > (K/c)(1−ε)(1−η_B) = (1−ε)η_B²,

and η > η_B√(1−ε). In a narrow host with σ = 0.04 eV and c = 0.001, at the same Δ and T, ε = 0.0032. The efficiencies are 0.2920 from (A) and 0.2924 from the Boltzmann formula, inside the bound.

For σ = 0.10 eV and c = 0.02, the Boltzmann formula gives 0.80 instead of 0.47. Here ε is far above 1 and the lower bound says nothing. Boltzmann statistics count the deepest tail levels as if each could hold many holes.

**Disorder and low temperature**

Let Q(x) = ∫ₓ^∞ φ(t)dt and L(y) = e^y/(1+e^y)². Since Q′ = −φ and df/dt = sL(st−u), integrating P by parts leaves no boundary term: Q vanishes at one end and f at the other. With y = st−u,

P(u) = ∫ Q((u+y)/s)L(y)dy.

This is the fraction of host levels above the energy E_H + ukT, smoothed by temperature. That energy is the Fermi level lowered by the small spin term kT ln g_h. Differentiate with respect to s and put z = u+y. Pairing z with −z, and using L(−y) = L(y), gives

∂P/∂s = (1/s²)∫₀^∞ zφ(z/s)[L(z−u)−L(z+u)]dz.

For u > 0, |z−u| < z+u. Since L falls away from zero, the bracket is positive. A wider Gaussian then raises P at a given η, and the solution of P = cη moves to larger η. The condition u > 0 means that the host is less than half filled with holes, which c < 1/2 guarantees. With T = 300 K, c = 0.02 and Δ = 0.30 eV from the Gaussian centre held fixed, widths of 0.05, 0.10 and 0.15 eV give η = 0.10, 0.47 and 0.92. The gain comes from holes in the tail and does not imply a gain in conductivity.

At low temperature u/s becomes the Fermi level's height above E_H divided by σ, and P tends to Q(u/s). If the acceptors are partly ionized, (A) gives

u/s = Δ/σ + (kT/σ)(ln[η/(1−η)] − ln(g_h g_a)).

The last term vanishes at T = 0, leaving cη = Q(Δ/σ). If Q(Δ/σ) exceeds c, there are enough host levels above E_A to ionize every acceptor. Both cases are contained in

η₀ = min[1, Q(Δ/σ)/c].

For Q < c, expanding Q about Δ/σ gives the first correction

η − η₀ ≈ [φ(Δ/σ)/c](kT/σ)(ln(g_h g_a)+ln[(1−η₀)/η₀]).

Thermal smoothing itself enters at order (kT/σ)², because L is even and its first moment is zero.

Here Q(3) = 0.00135, so η₀ = 0.00135/0.02 = 0.0675. The corrected formula and direct solution both give 0.0683 at 1 K. The holes do not freeze out completely in this equilibrium model, since electrons in host levels above E_A still lower their energy by moving to acceptors. At c = 0.001, below Q(3), η instead tends to 1. It exceeds 0.999 at 1 K, but is 0.948 at 200 K and 0.972 at 400 K. Its temperature dependence therefore has a minimum between 1 K and 400 K.

**Coulomb binding and the real material**

Suppose a transferred electron and its hole can stay bound as a neutral pair, and that this pair has weight W relative to the neutral acceptor. The non-ionized weight becomes 1+W. The ionized fraction is then 1/(1+(1+W)e^{δ−u}), so δ is replaced by δ+ln(1+W), or

Δ → Δ + kT ln(1+W).

Equation (A) survives with η counting free holes only, provided W is the same at every dopant and the host levels used by pairs are a negligible part of the total.

For α-NPD with F4-TCNQ, the density, width and doping ratio above are plausible rough inputs; the result is sensitive to the offset, since 0.20 eV would give η = 0.93 and 0.40 eV would give η = 0.12. Δ is measured from the centre of the host distribution, whereas ionization energies from photoemission are usually quoted at the onset, which lies above the centre; an offset of 0.50 eV would give only about 0.02. Of the effects estimated below, Coulomb binding changes the worked example most. With a rough relative permittivity of 3 and a molecular spacing of 1 nm, a point-charge pair is bound by 0.48 eV. Allowing each ion to bind a hole on one of six neighbours with random energies leaves nearly every acceptor charged, but lowers the free-hole efficiency from 0.47 to about 0.005. The original model would need an offset of about 0.59 eV to give that value. This estimate treats pairs as isolated, which is doubtful at c = 0.02. The six neighbours of all dopants make up about 12% of the host levels, and with every acceptor charged the ion-sphere radius is only 2.3 nm, where the Coulomb energy is still 0.21 eV. Lowering the binding by that amount raises the free-hole efficiency to about 0.11, and a permittivity of 3.5 instead of 3 gives 0.015. The estimate shows that binding can remove most free holes, but it does not fix their number even to an order of magnitude.

Random ionic potentials act the other way. Adding a spread of 0.16 eV, the Coulomb energy at the ion-sphere radius of about 3 nm, independently to host and acceptor levels raises η to about 0.82 when pair binding is left out. The two estimates cannot simply be combined, since both arise from the same Coulomb forces. The value 0.47 is therefore the answer for independent levels and should not be read as a prediction of the measured free-hole density.

Deep traps matter mainly at low doping. A rough density of 5×10¹⁷ cm⁻³, all filled with holes, lowers the free-hole efficiency from 0.47 to 0.45 at c = 0.02, but from 0.96 to 0.48 at c = 0.001. Replacing host molecules by dopants dilutes the host by 2% at c = 0.02, and electrons in the lowest unoccupied host levels are negligible for a gap near 3 eV. The numerical output below lists results for doping ratios from 0.0001 to 0.1.

Computed values

```
host density 1.0e+21 cm^-3; temperature 300 K
host width 0.10 eV; acceptor offset 0.30 eV
kT 0.02585 eV; s 3.8682; delta 10.2182
main doping ratio 0.020; acceptors 2.00e+19 cm^-3
main u 10.0853; P(u) 0.009336
main efficiency 0.4668 = 46.68 percent
main holes 9.336e+18 cm^-3 = 9.336e+24 m^-3
main Fermi level above HOMO centre 0.2786 eV
canonical efficiency, 5000 hosts/100 acceptors 0.4660
canonical efficiency, 10000 hosts/200 acceptors 0.4664
ratio | efficiency | Boltzmann eff. | E_F (eV) | holes (cm^-3)
0.0001 | 0.9975 | 0.9985 | 0.4369 | 9.975e+16
0.0010 | 0.9601 | 0.9850 | 0.3643 | 9.601e+17
0.0050 | 0.7740 | 0.9328 | 0.3139 | 3.870e+18
0.0100 | 0.6240 | 0.8804 | 0.2952 | 6.240e+18
0.0200 | 0.4668 | 0.8016 | 0.2786 | 9.336e+18
0.0500 | 0.2927 | 0.6619 | 0.2593 | 1.463e+19
0.1000 | 0.1971 | 0.5437 | 0.2458 | 1.971e+19
ratio at 90 percent efficiency 0.00220
ratio at 50 percent efficiency 0.01720
w 0.6160; d ln eta/d ln c -0.4640; d ln p/d ln N_A 0.5360
full-ionization E_F 0.2451 eV; implied ions 0.1931
narrow host: width 0.04 eV, ratio 0.001, epsilon 0.00321
narrow host: efficiency 0.29201; Boltzmann 0.29239
host fraction above acceptor level 0.001350
zero-temperature efficiency, main ratio 0.06749
1 K efficiency 0.06826; first-order 0.06826
200 K: efficiency at ratio 0.02 0.3100; at 0.001 0.9484
250 K: efficiency at ratio 0.02 0.3885; at 0.001 0.9536
350 K: efficiency at ratio 0.02 0.5409; at 0.001 0.9665
400 K: efficiency at ratio 0.02 0.6082; at 0.001 0.9724
host width 0.05 eV: efficiency 0.1005
host width 0.10 eV: efficiency 0.4668
host width 0.15 eV: efficiency 0.9223
efficiency without spin factors 0.3029
rough relative permittivity 3.0; spacing 1.00 nm
neighbour binding 0.480 eV; neighbours 6
with pairs: free-hole efficiency 0.0047
with pairs: charge-transferred acceptors 1.0000
offset giving the same free-hole efficiency 0.59 eV
ion-sphere radius 2.95 nm; random width 0.163 eV
efficiency with random ionic widths 0.821
rough deep-trap density 5.0e+17 cm^-3, all filled
efficiency with traps: ratio 0.02 0.4535; 0.001 0.4832
host dilution if dopants replace hosts 1.96 percent
electron density for rough 3.0 eV gap 7e-22 cm^-3
```
